# Lock-In and Numerical Second Derivatives of an Inelastic Tunneling Peak: test program

```python
"""Second-harmonic lock-in detection of an inelastic tunneling peak.

Result under test: for V(t) = V0 + A cos(theta), the second-harmonic amplitude
I2 = <2 I cos(2 theta)> satisfies
    4 I2 / A^2 = (8/(3 pi)) Int_{-1}^{1} I''(V0 + A x) (1 - x^2)^(3/2) dx,
so modulation adds variance A^2/6 to the peak. The central second difference
with step h averages I'' over a triangle and adds variance h^2/6.
Symbols: V0 bias, A peak modulation amplitude, h difference step,
thermal_v = kT/e, excitation_v = (excitation energy)/e; SI units throughout.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e, k
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

temperature = 4.0
excitation_v = 20e-3
g_elastic = 10e-6
g_inelastic = 0.2e-6
cubic_v = 0.4
thermal_v = k * temperature / e


def emission(x):
    """Occupation integral divided by kT, with x = (eV - energy)/kT."""
    x = np.asarray(x, float)
    safe = np.where(x == 0, 1.0, x)
    return np.where(x == 0, 1.0, -safe / np.expm1(-safe))


def thermal_line(x):
    """Second derivative of emission(x)."""
    x = np.asarray(x, float)
    small = np.abs(x) < 1e-2
    y = np.where(small, 1.0, x) / 2
    full = (y / np.tanh(y) - 1) / (2 * np.sinh(y)**2)
    return np.where(small, 1 / 6 - x**2 / 60 + x**4 / 1008, full)


def current(v):
    forward = emission((v - excitation_v) / thermal_v)
    reverse = emission((-v - excitation_v) / thermal_v)
    elastic = g_elastic * v * (1 + (v / cubic_v)**2)
    return elastic + g_inelastic * thermal_v * (forward - reverse)


def background(v):
    return 6 * g_elastic * v / cubic_v**2


def second_derivative(v):
    forward = thermal_line((v - excitation_v) / thermal_v)
    reverse = thermal_line((-v - excitation_v) / thermal_v)
    return background(v) + g_inelastic / thermal_v * (forward - reverse)


def lockin(v0, amplitude, samples=256):
    """Simulated second-harmonic amplitude from one whole period."""
    phase = 2 * np.pi * np.arange(samples) / samples
    signal = current(v0 + amplitude * np.cos(phase))
    return np.mean(2 * signal * np.cos(2 * phase))


def lockin_peak(v0, amplitude):
    return 4 * lockin(v0, amplitude) / amplitude**2 - background(v0)


def difference_peak(v0, h):
    second = current(v0 + h) - 2 * current(v0) + current(v0 - h)
    return second / h**2 - background(v0)


def fwhm(line, width_parameter):
    half = line(excitation_v, width_parameter) / 2
    end = excitation_v + 8 * thermal_v + width_parameter
    root = brentq(lambda v: line(v, width_parameter) - half,
                  excitation_v, end, xtol=1e-14)
    return 2 * (root - excitation_v)


def harmonic(n, v0, amplitude):
    """Cosine Fourier coefficient by adaptive quadrature."""
    value = quad(lambda t: float(current(v0 + amplitude * np.cos(t)))
                 * np.cos(n * t), 0, np.pi, epsabs=1e-18, epsrel=1e-10,
                 limit=300)[0]
    return 2 * value / np.pi


# Occupation integral and its second derivative
for x in (-3.0, 0.0, 2.5, 8.0):
    direct = quad(lambda E: expit(x - E) * expit(E), -45, 45 + x,
                  epsabs=1e-12, limit=300)[0]
    assert abs(direct - emission(x)) < 1e-8
mp.mp.dps = 40
for x in (-4.0, 0.7, 2.7, 6.0):
    direct = mp.diff(lambda z: z / (1 - mp.exp(-z)), x, 2)
    assert abs(float(direct) - thermal_line(x)) < 1e-10

# Simulated lock-in and second difference against their averaging kernels
for v0 in (17e-3, 20e-3, 21.3e-3):
    for a in (0.5e-3, 2e-3, 4e-3):
        smeared = quad(lambda t: float(second_derivative(v0 + a * np.cos(t)))
                       * np.sin(t)**4, 0, np.pi, epsabs=1e-13,
                       limit=300)[0] * 8 / (3 * np.pi)
        assert np.isclose(4 * lockin(v0, a) / a**2, smeared, rtol=1e-6)
        triangle = quad(lambda y: float(second_derivative(v0 + a * y))
                        * (1 - abs(y)), -1, 1, points=[0], epsabs=1e-13,
                        limit=300)[0]
        assert np.isclose(difference_peak(v0, a) + background(v0),
                          triangle, rtol=1e-6)

# Area and variance of the measured peaks
a_test = 4e-3
reach = a_test + 40 * thermal_v
offsets = np.linspace(-reach, reach, 801)
spacing = offsets[1] - offsets[0]
variance_formula = 2 * np.pi**2 / 3 * thermal_v**2 + a_test**2 / 6
variances = []
for line in (lockin_peak, difference_peak):
    values = np.array([line(excitation_v + d, a_test) for d in offsets])
    area = np.sum(values) * spacing
    variances.append(np.sum(values * offsets**2) * spacing / area)
    assert np.isclose(area, g_inelastic, rtol=1e-5)
    assert np.isclose(variances[-1], variance_formula, rtol=1e-4)

# Thermal width and limiting laws
true_peak = float(second_derivative(excitation_v) - background(excitation_v))
thermal_width = fwhm(lambda v, _: float(second_derivative(v) - background(v)),
                     0.0)
assert np.isclose(fwhm(difference_peak, 0.05e-3), thermal_width, rtol=1e-3)
a_small = 0.1 * thermal_v
for line in (lockin_peak, difference_peak):
    loss = 1 - line(excitation_v, a_small) / true_peak
    assert np.isclose(loss, (a_small / thermal_v)**2 / 60, rtol=2e-3)
kernel_factor = 2 * np.sqrt(1 - 2**(-2 / 3))
a_large = 30 * thermal_v
assert np.isclose(fwhm(lockin_peak, a_large), kernel_factor * a_large,
                  rtol=5e-3)
assert np.isclose(fwhm(difference_peak, a_large), a_large + 2 * thermal_v,
                  rtol=1e-4)

# Accuracy of adding FWHMs in quadrature
ratios = np.linspace(0.5, 30, 60)
excess = np.array([np.hypot(thermal_width, kernel_factor * r * thermal_v)
                   / fwhm(lockin_peak, r * thermal_v) - 1 for r in ratios])
assert np.all(excess > 0) and excess.max() < 0.15
a_ten = brentq(lambda a: fwhm(lockin_peak, a) - 1.1 * thermal_width,
               0.1 * thermal_v, 10 * thermal_v)

# Sampling error equals the sum of aliased harmonics
i2_exact = harmonic(2, excitation_v, a_test)
coarse_error = lockin(excitation_v, a_test, 8) - i2_exact
aliased = sum(harmonic(8 * m + s, excitation_v, a_test)
              for m in range(1, 9) for s in (-2, 2))
assert np.isclose(coarse_error, aliased, rtol=1e-4)
fine_error = lockin(excitation_v, a_test, 32) - i2_exact
assert abs(fine_error) < 1e-3 * abs(coarse_error)

# Leakage of mean current when the average ends inside a period
a_noise = 1e-3
periods, per_period = 64, 64
n_cut = periods * per_period + per_period // 8
cut_phase = 2 * np.pi * (np.arange(n_cut) + 0.5) / per_period
cut_result = np.mean(2 * np.cos(2 * cut_phase)
                     * current(excitation_v + a_noise * np.cos(cut_phase)))
end_phase = 2 * np.pi * n_cut / per_period
mean_current = harmonic(0, excitation_v, a_noise) / 2
i1 = harmonic(1, excitation_v, a_noise)
i2 = harmonic(2, excitation_v, a_noise)
cut_formula = (mean_current * np.sin(2 * end_phase) / end_phase
               + i1 * (np.sin(end_phase) + np.sin(3 * end_phase) / 3)
               / end_phase
               + i2 * (1 + np.sin(4 * end_phase) / (4 * end_phase)))
assert np.isclose(cut_result, cut_formula, rtol=5e-3)

# Noise: white readings plus one independent constant offset per dwell
rng = np.random.default_rng(12345)
white, offset_noise, trials = 20e-12, 2e-12, 1500
readings = periods * per_period
phase = 2 * np.pi * np.arange(readings) / per_period
clean = current(excitation_v + a_noise * np.cos(phase))
data = rng.normal(0, white, (trials, readings))
data += clean + rng.normal(0, offset_noise, (trials, 1))
lock_estimates = data @ (2 * np.cos(2 * phase)) / readings * 4 / a_noise**2
del data
dwell_errors = []
for _ in range(3):
    dwell = rng.normal(0, white, (trials, readings)).mean(axis=1)
    dwell_errors.append(dwell + rng.normal(0, offset_noise, trials))
del dwell
h_fine = 0.1e-3
lock_noise = 4 * np.sqrt(2) * white / (a_noise**2 * np.sqrt(readings))
dwell_noise = np.hypot(white / np.sqrt(readings), offset_noise)
lock_sd = lock_estimates.std(ddof=1)
assert np.isclose(lock_sd, lock_noise, rtol=0.08)
assert abs(lock_estimates.mean() - 4 * i2 / a_noise**2) \
    < 5 * lock_noise / np.sqrt(trials)
diff_sd, diff_noise = {}, {}
for h in (a_noise, h_fine):
    left = current(excitation_v - h) + dwell_errors[0]
    centre = current(excitation_v) + dwell_errors[1]
    right = current(excitation_v + h) + dwell_errors[2]
    diff_sd[h] = ((left - 2 * centre + right) / h**2).std(ddof=1)
    diff_noise[h] = np.sqrt(6) * dwell_noise / h**2
    assert np.isclose(diff_sd[h], diff_noise[h], rtol=0.08)
white_only = np.sqrt(6) * white / (a_noise**2 * np.sqrt(readings))

print(f"Temperature: {temperature:.1f} K")
print(f"Excitation voltage: {excitation_v*1e3:.1f} mV")
print(f"Elastic conductance: {g_elastic*1e6:.1f} uS")
print(f"Inelastic conductance step: {g_inelastic*1e6:.2f} uS")
print(f"Cubic voltage scale: {cubic_v:.2f} V")
print(f"Thermal voltage kT/e: {thermal_v*1e3:.4f} mV")
print(f"Thermal occupation: {1/np.expm1(excitation_v/thermal_v):.2e}")
print(f"Thermal FWHM: {thermal_width*1e3:.4f} mV")
print(f"Thermal FWHM/(kT/e): {thermal_width/thermal_v:.4f}")
print(f"True peak above background: {true_peak*1e6:.3f} uA/V^2")
print(f"Background at peak: {background(excitation_v)*1e6:.3f} uA/V^2")
print(f"Lock-in kernel FWHM/A: {kernel_factor:.4f}")
print("A=h (mV) | FWHM lock-in, difference (mV)"
      " | relative height lock-in, difference")
for a in (0.5e-3, 1e-3, 2e-3, 4e-3):
    print(f"{a*1e3:.1f} | {fwhm(lockin_peak, a)*1e3:.4f}, "
          f"{fwhm(difference_peak, a)*1e3:.4f} | "
          f"{lockin_peak(excitation_v, a)/true_peak:.4f}, "
          f"{difference_peak(excitation_v, a)/true_peak:.4f}")
print(f"Standard deviation, lock-in, A=4 mV: {variances[0]**0.5*1e3:.4f} mV")
print(f"Standard deviation, difference, h=4 mV: "
      f"{variances[1]**0.5*1e3:.4f} mV")
print(f"Standard deviation, formula: {variance_formula**0.5*1e3:.4f} mV")
print(f"Largest quadrature-rule excess: {excess.max()*100:.2f} %")
print(f"It occurs at A/(kT/e): {ratios[excess.argmax()]:.1f}")
print(f"A for 10 % wider line: {a_ten*1e3:.4f} mV peak")
print(f"Same amplitude: {a_ten/np.sqrt(2)*1e3:.4f} mV rms")
print(f"I2 at peak, A=4 mV: {i2_exact*1e12:.3f} pA")
print(f"Sampling error, 8 per period: {coarse_error/i2_exact*100:.3f} %")
print(f"Sampling error, 32 per period: {fine_error/i2_exact*100:.1e} %")
print(f"Mean current, A=1 mV: {mean_current*1e9:.3f} nA")
print(f"I2 at peak, A=1 mV: {i2*1e12:.3f} pA")
print(f"False I2 after {n_cut/per_period:.3f} periods: "
      f"{cut_result*1e12:.2f} pA")
print(f"White noise per reading: {white*1e12:.1f} pA")
print(f"Offset noise per dwell: {offset_noise*1e12:.1f} pA")
print(f"Readings per dwell: {readings}; noise trials: {trials}")
print(f"Lock-in noise, A=1 mV, formula: {lock_noise*1e6:.3f} uA/V^2")
print(f"Lock-in noise, A=1 mV, simulated: {lock_sd*1e6:.3f} uA/V^2")
for h in (a_noise, h_fine):
    print(f"Difference noise, h={h*1e3:.1f} mV, formula: "
          f"{diff_noise[h]*1e6:.3f} uA/V^2")
    print(f"Difference noise, h={h*1e3:.1f} mV, simulated: "
          f"{diff_sd[h]*1e6:.3f} uA/V^2")
print(f"Difference noise, h=1 mV, white only: {white_only*1e6:.3f} uA/V^2")
print("all assertions hold")
```

Output:

```
Temperature: 4.0 K
Excitation voltage: 20.0 mV
Elastic conductance: 10.0 uS
Inelastic conductance step: 0.20 uS
Cubic voltage scale: 0.40 V
Thermal voltage kT/e: 0.3447 mV
Thermal occupation: 6.33e-26
Thermal FWHM: 1.8748 mV
Thermal FWHM/(kT/e): 5.4392
True peak above background: 96.704 uA/V^2
Background at peak: 7.500 uA/V^2
Lock-in kernel FWHM/A: 1.2166
A=h (mV) | FWHM lock-in, difference (mV) | relative height lock-in, difference
0.5 | 1.9482, 1.9479 | 0.9665, 0.9666
1.0 | 2.1596, 2.1551 | 0.8818, 0.8830
2.0 | 2.9029, 2.8532 | 0.6759, 0.6839
4.0 | 5.0151, 4.7071 | 0.4082, 0.4279
Standard deviation, lock-in, A=4 mV: 1.8570 mV
Standard deviation, difference, h=4 mV: 1.8570 mV
Standard deviation, formula: 1.8570 mV
Largest quadrature-rule excess: 5.83 %
It occurs at A/(kT/e): 6.0
A for 10 % wider line: 0.8059 mV peak
Same amplitude: 0.5699 mV rms
I2 at peak, A=4 mV: 187.913 pA
Sampling error, 8 per period: 4.056 %
Sampling error, 32 per period: 1.4e-05 %
Mean current, A=1 mV: 200.593 nA
I2 at peak, A=1 mV: 23.193 pA
False I2 after 64.125 periods: 545.69 pA
White noise per reading: 20.0 pA
Offset noise per dwell: 2.0 pA
Readings per dwell: 4096; noise trials: 1500
Lock-in noise, A=1 mV, formula: 1.768 uA/V^2
Lock-in noise, A=1 mV, simulated: 1.772 uA/V^2
Difference noise, h=1.0 mV, formula: 4.958 uA/V^2
Difference noise, h=1.0 mV, simulated: 4.842 uA/V^2
Difference noise, h=0.1 mV, formula: 495.842 uA/V^2
Difference noise, h=0.1 mV, simulated: 484.165 uA/V^2
Difference noise, h=1 mV, white only: 0.765 uA/V^2
all assertions hold
```
